\section*{Why thin spots dominate tunnelling through a rough oxide}

\section{The local current}

Q: I oxidise an aluminium film, put a second aluminium electrode on top, and measure a tunnel current. Microscopy gives me a mean oxide thickness and a modest roughness. May I put the mean thickness into the tunnelling formula?

A: That depends on how the roughness compares with the distance over which the transmission decays, so we need that distance first. Take a patch of uniform thickness $d$ with a rectangular barrier of height $\phi$ above the Fermi level. An electron arrives at normal incidence with wave number $k$. In the oxide its mass is $m^*=\mu m_e$ and its wave function contains $e^{\pm\kappa x}$, with
\begin{equation}
\kappa=\frac{\sqrt{2m^*\phi}}{\hbar}.
\end{equation}
At each interface $\psi$ and $\psi'/m$ are continuous, with $m$ the local mass; the second condition conserves current.

Let the incident amplitude be 1, the reflected amplitude $r$ and the transmitted amplitude $t$. With $q=\kappa/\mu$, the oxide solution that joins the outgoing wave at $x=d$ is
\begin{equation}
\psi(x)=t\left[\cosh\kappa(d-x)-\frac{ik}{q}\sinh\kappa(d-x)\right].
\end{equation}
It gives $\psi(d)=t$ and $\psi'(d)/\mu=ikt$, as required. Matching at $x=0$ gives
\begin{align}
1+r&=t\left[\cosh\kappa d-\frac{ik}{q}\sinh\kappa d\right],\\
ik(1-r)&=t\left[-q\sinh\kappa d+ik\cosh\kappa d\right].
\end{align}
Divide the second line by $ik$, using $-q/(ik)=iq/k$, and add it to the first. Then $r$ cancels:
\begin{equation}
\frac1t=\cosh\kappa d+\frac i2\left(\frac qk-\frac kq\right)\sinh\kappa d.
\end{equation}
The electrodes are the same metal, so $T=|t|^2$. Taking the squared modulus and using $\cosh^2=1+\sinh^2$,
\begin{equation}
T(d)=\frac{1}{1+A\sinh^2\kappa d},\qquad
A=\frac14\left(\frac qk+\frac kq\right)^2 .
\label{barrier}
\end{equation}
For $\kappa d\gg1$, $\sinh^2\kappa d\simeq e^{2\kappa d}/4$, and therefore
\begin{equation}
T(d)\simeq T_0e^{-\alpha d},\qquad T_0=\frac4A,\qquad \alpha=2\kappa .
\label{local}
\end{equation}
The decay length of the transmission is $1/\alpha$.

Q: What is it for my oxide?

A: Take rough typical values: $\phi=2$ eV and $\mu=0.4$. They give $\kappa=4.58\ \mathrm{nm^{-1}}$, so $\alpha=9.165\ \mathrm{nm^{-1}}$ and $1/\alpha=0.109$ nm. For the metal, a rough lattice parameter of 0.405 nm and three free electrons per atom give a Fermi energy $E_F=11.65$ eV. Since $k^2/q^2=\mu E_F/\phi=2.33$, we have $A=(2.33+2+1/2.33)/4=1.19$ and $T_0=3.36$. This prefactor may exceed one because Eq.~(\ref{local}) is used only for thick barriers. At $d_0=1.6$ nm,
\begin{equation}
T(d_0)=3.36\,e^{-9.165\times1.6}=1.44\times10^{-6}.
\end{equation}

\section{The average over thickness}

Q: My roughness is 0.2 nm, against a mean of 1.6 nm. That looks narrow.

A: It is narrow compared with the mean, but it is nearly twice the decay length. The second comparison matters here. Suppose the patches are wide enough for each to conduct as a uniform film. They share the same small voltage and their currents add, so we average $T$, not $d$. Let the area distribution be
\begin{equation}
P(d)=\frac{1}{\sqrt{2\pi}\,\sigma}\exp\left[-\frac{(d-d_0)^2}{2\sigma^2}\right].
\end{equation}
With $y=d-d_0$, the current from thicknesses near $d$ is proportional to
\begin{equation}
P(d)T(d)=\frac{T(d_0)}{\sqrt{2\pi}\,\sigma}
\exp\left[-\frac{y^2}{2\sigma^2}-\alpha y\right].
\end{equation}

Q: Which thickness contributes most?

A: Set the derivative of the exponent to zero:
\begin{equation}
-\frac{y}{\sigma^2}-\alpha=0
\quad\Longrightarrow\quad
d^*=d_0-\alpha\sigma^2=d_0-2\kappa\sigma^2 .
\label{peak}
\end{equation}
The second derivative is $-1/\sigma^2<0$, so this is a maximum. Going thinner by a small step $\delta$ raises the logarithm of the transmission by $\alpha\delta$ wherever Eq.~(\ref{local}) holds. The logarithm of the available area falls by $(d_0-d)\delta/\sigma^2$, which starts at zero at the mean and grows as you move away. Near the mean, going thinner therefore gains more than it loses. The two rates balance at $d^*$.

For your film the shift is $9.165\times0.2^2=0.367$ nm, so $d^*=1.233$ nm. This is 1.83 standard deviations below the mean.

Q: There is little oxide that thin. How can it carry so much current?

A: Define the dimensionless roughness
\begin{equation}
s=\alpha\sigma=2\kappa\sigma,
\end{equation}
here 1.833. At $d^*$, where $y=-\alpha\sigma^2$, the transmission is larger than at $d_0$ by $e^{\alpha^2\sigma^2}=e^{s^2}=28.8$. The area density is smaller by $e^{-s^2/2}=0.186$. The product is 5.36, so these scarce patches outweigh the plentiful ones at the mean.

For the total, complete the square:
\begin{equation}
-\frac{y^2}{2\sigma^2}-\alpha y
=-\frac{(y+\alpha\sigma^2)^2}{2\sigma^2}+\frac{\alpha^2\sigma^2}{2}.
\label{square}
\end{equation}
Expanding the square on the right gives $-y^2/(2\sigma^2)-\alpha y-\alpha^2\sigma^2/2$, and the last term removes the extra constant. The remaining Gaussian has unit area, so
\begin{equation}
\langle T\rangle=T(d_0)e^{s^2/2}.
\label{mean}
\end{equation}
We have extended the integral to negative $d$. That is harmless here because $d^*$ lies $1.233/0.2=6.2$ standard deviations above zero.

Your rough film thus passes 5.36 times the current of a uniform 1.6 nm film, with $\langle T\rangle=7.72\times10^{-6}$. A numerical average using the full Eq.~(\ref{barrier}) gives the same enhancement, 5.364, and the same peak, 1.233 nm.

Q: Does that make the thin part dominant, or does it just make the average larger?

A: Equation~(\ref{square}) answers this too. The distribution of current over thickness is a Gaussian of the original width $\sigma$, centred on $d^*$. With $\Phi$ the cumulative distribution of a standard normal variable, the current share from below-average thickness is
\begin{equation}
\Phi\left(\frac{d_0-d^*}{\sigma}\right)=\Phi(s)=96.7\%.
\end{equation}
Half the current comes from $d<d^*$, because $d^*$ is the centre of the current distribution. The area fraction thinner than $d^*$ is
\begin{equation}
\Phi\left(\frac{d^*-d_0}{\sigma}\right)=\Phi(-s)=3.3\%.
\end{equation}
So 3.3\% of your area carries half the current.

\section{Smoother, thicker and rougher films}

Q: Does any Gaussian roughness produce this dominance?

A: No. For $s\ll1$, expansion gives
\begin{equation}
\frac{\langle T\rangle}{T(d_0)}\simeq1+\frac{s^2}{2},\qquad
\Phi(-s)\simeq\frac12-\frac{s}{\sqrt{2\pi}} .
\end{equation}
Half the current then needs nearly half the area. With $\sigma=0.03$ nm and the same barrier, $s=0.275$: the enhancement is 1.039 and half the current uses 39\% of the area. Thin spots dominate once $s$ is about one or more, that is, once $\sigma$ reaches the decay length. There is no sharp threshold; at $s=1$ half the current uses $\Phi(-1)=16\%$ of the area.

Q: Would growing a thicker oxide help?

A: At normal incidence, not if $\sigma$ and $\phi$ stay fixed. The total current falls, but $s$, the enhancement and the area shares do not contain $d_0$. Electrons at other angles, treated below, add a weak dependence on $d_0$.

If the roughness grows with the film, a thickness series also gives the wrong decay rate. Suppose, as an illustration, that $\sigma^2=cd_0$. Then Eq.~(\ref{mean}) becomes
\begin{equation}
\langle T\rangle=T_0\exp\left[-\left(\alpha-\frac{\alpha^2c}{2}\right)d_0\right].
\end{equation}
Your film has $c=0.04/1.6=0.025$ nm. The apparent decay rate would be $9.165-1.05\simeq8.1\ \mathrm{nm^{-1}}$, and a fit that assumed uniform films would return too low a barrier.

Q: What thickness would I infer from a single current measurement?

A: Suppose you know $T_0$ and $\alpha$ and assume a uniform film. You then solve $T_0e^{-\alpha d_{\rm app}}=\langle T\rangle$:
\begin{equation}
-\alpha d_{\rm app}=-\alpha d_0+\frac{\alpha^2\sigma^2}{2}
\quad\Longrightarrow\quad
d_{\rm app}=d_0-\kappa\sigma^2=1.417\ \mathrm{nm}.
\end{equation}
This is halfway between $d_0$ and $d^*$. It is neither the mean thickness nor the thickness that carries most current, but the uniform thickness that would pass the same total.

Q: If I keep increasing the roughness, your $d^*$ becomes negative.

A: Then the exponential approximation has failed. Equation~(\ref{peak}) reaches zero at $\sigma=\sqrt{d_0/\alpha}=0.418$ nm, but it becomes unreliable before that, because it needs $\kappa d^*\gg1$. The average in Eq.~(\ref{mean}) also needs $d^*$ to be several $\sigma$ above zero. For $\sigma=0.5$ nm it gives $-0.69$ nm. With the full transmission and thickness restricted to $d\geq0$, the maximum lies at 0.14 nm.

The full condition shows why it stays positive:
\begin{equation}
\frac{d_0-d}{\sigma^2}=-\frac{d\ln T}{dd}.
\label{general}
\end{equation}
As $d\to0$, Eq.~(\ref{barrier}) saturates at $T=1$ and the right side vanishes, while the left side is $d_0/\sigma^2>0$. The integrand therefore still rises with $d$ at zero. A 0.14 nm oxide is thinner than an atomic layer, so the number should be read as a sign that near-pinholes control the current, not as a real barrier thickness.

\section{Finite junctions and the thin tail}

Q: My junction is only 100 nm on a side. Does it contain enough thin spots for an average?

A: Suppose it consists of $N=400$ independent patches, each 5 nm wide. The expected number thinner than $d^*$ is $400\times0.0334\simeq13$, and over many junctions such patches carry half the total current. Their number varies from junction to junction.

To find the spread, replace $\alpha$ by $2\alpha$ and $T_0$ by $T_0^2$ in the average:
\begin{equation}
\langle T^2\rangle=T(d_0)^2e^{2s^2},\qquad
\frac{\langle T^2\rangle}{\langle T\rangle^2}
=\frac{e^{2s^2}}{e^{s^2}}=e^{s^2}.
\end{equation}
The relative variance of one patch is $e^{s^2}-1$. Averaging $N$ independent patches divides it by $N$, so at normal incidence the relative standard deviation of the junction current is
\begin{equation}
\sqrt{\frac{e^{s^2}-1}{N}}=\sqrt{\frac{27.8}{400}}=26\%.
\end{equation}
In 10,000 junctions simulated at normal incidence, the median current was about 0.95 of the ensemble mean: the typical junction lies a little below an average that is raised by junctions with unusually thin patches. Over the whole sample, patches thinner than $d^*$ carried 50\% of the current. The 26\% is proportional to the assumed patch width of 5 nm, which is an illustration and not a measured value. Well-made aluminium junctions of about this size are commonly reported with spreads of a few per cent. With $\sigma=0.2$ nm a spread of 3\% would need patches only 0.6 nm wide, close to the width at which the local average fails (see below). The 26\% therefore belongs to this model and is not a prediction for a real process.

Q: How far should I trust a Gaussian so far from its centre?

A: Less than near the mean, since the current samples the thin tail. Expand the average for small $\alpha$, with $\langle y\rangle=0$ and $\mu_3=\langle y^3\rangle$:
\begin{align}
\langle e^{-\alpha y}\rangle&=1+\frac{\alpha^2\sigma^2}{2}-\frac{\alpha^3\mu_3}{6}+O(\alpha^4),\\
\ln\langle e^{-\alpha y}\rangle&=\frac{\alpha^2\sigma^2}{2}-\frac{\alpha^3\mu_3}{6}+O(\alpha^4).
\end{align}
A long tail on the thick side has $\mu_3>0$ and lowers the current at this order; a long thin tail raises it.

A gamma distribution is a useful comparison because it has no negative thicknesses. Its density is proportional to $d^{n-1}e^{-d/\theta}$, with mean $n\theta$ and variance $n\theta^2$. Matching your film gives $\theta=\sigma^2/d_0=0.025$ nm and $n=64$. Multiplying by $e^{-\alpha d}$ replaces $1/\theta$ by $1/\theta+\alpha$, so the current peaks at
\begin{equation}
d=\frac{n-1}{1/\theta+\alpha}=\frac{63}{40+9.165}=1.281\ \mathrm{nm}.
\end{equation}
The mean transmission is 0.80 of the Gaussian result. Two distributions with the same mean and standard deviation thus differ by 20\% in current.

\section{From the model to an aluminium junction}

Q: Real electrons do not all arrive at normal incidence.

A: A parallel wave number $k_\parallel$ is conserved across a flat patch. At the Fermi energy, with an isotropic oxide mass, the decay constant becomes $\sqrt{\kappa^2+k_\parallel^2}\simeq\kappa+k_\parallel^2/(2\kappa)$. If the prefactor varies slowly, the conductance per area is proportional to
\begin{equation}
\int_0^\infty k_\parallel\,dk_\parallel\,
e^{-2\kappa d-k_\parallel^2d/\kappa}
=\frac{\kappa}{2d}e^{-2\kappa d}.
\end{equation}
The infinite upper limit is allowed because the integrand has died out before the Fermi wave number. The logarithmic decay rate is now $2\kappa+1/d$. Equation~(\ref{general}), with conductance in place of $T$, gives
\begin{equation}
d^*\simeq d_0-\sigma^2\left(2\kappa+\frac1{d^*}\right)\simeq1.20\ \mathrm{nm}.
\end{equation}
The numerical sum over all angles, with the full transmission, peaks at 1.196 nm. The enhancement rises from 5.36 to 7.43, because thin patches also accept a wider range of angles. For the same reason, the area that carries half the current shrinks from 3.3\% to 2.1\%, and the relative spread between junctions of 400 patches rises from 26\% to 44\%. The enhancement and the area share now depend weakly on the mean thickness: at $d_0=2.0$ nm, with the same $\sigma$, they are 6.83 and 2.4\%.

In this free-electron model the resistance-area product falls from $35.0\ \mathrm{k\Omega\,\mu m^2}$ for a uniform film to $4.71\ \mathrm{k\Omega\,\mu m^2}$ for the rough one. Your junction, with an area of $0.01\ \mathrm{\mu m^2}$, would have a resistance of about 470 k$\Omega$.

Q: Should I expect to measure that?

A: No, only to use it as a scale. An oxide one to two nanometres thick and a barrier of one to a few electronvolts are the rough regime of aluminium tunnel junctions, but measured resistances vary widely with oxidation. One large omission is the image force, which lowers the barrier. With ideal metal planes and a rough optical permittivity of 3, a semiclassical calculation at normal incidence raises the rough-film current by a factor of 14. This calculation sets the prefactor to one for both barrier shapes, so its factor should not be applied to the resistance above, which contains the rectangular barrier's $T_0=3.36$. Solving the wave equation through the lowered barrier gives a factor of about 5 to 8 at normal incidence and, with all angles, a resistance-area product of about 0.6 to $1\ \mathrm{k\Omega\,\mu m^2}$. The range arises because the classical image potential diverges at the metal surfaces and must be cut off, here at the Fermi level or at the bottom of the metal band.

The thin-spot argument changes much less: in the semiclassical calculation at normal incidence the peak moves to about 1.25 nm and the enhancement becomes about 4.6, and the wave equation gives 1.251 nm and 4.62, almost independently of the cutoff. The reason is in Eq.~(\ref{general}). A common factor in the transmission changes the total current but not its distribution; only the slope of $\ln T$ enters. The new peak implies a local slope of $(1.6-1.251)/0.04=8.7\ \mathrm{nm^{-1}}$, close to the original 9.165.

Real oxides also have uneven barrier heights. Since $\kappa\propto\sqrt\phi$, a small change $\delta\phi$ alters the exponent at thickness $d$ by $\kappa d\,\delta\phi/\phi$. The current flows mostly near $d^*$, where this is 2.82 per eV. An independent Gaussian spread of 0.1 eV would therefore multiply the mean current by about $e^{0.282^2/2}=1.04$, a small effect beside the thickness roughness. The formula for $\kappa$ also assumes a parabolic oxide band 2 eV into the gap. If $\mu$ is the band-edge mass, a two-band estimate multiplies $\kappa$ by $\sqrt{1-\phi/E_g}$. For rough gaps $E_g$ from 9 down to 6 eV, at normal incidence and with a fixed prefactor, this raises the current by a factor of 4 to 8, lowers $s$ to between 1.6 and 1.5, lowers the enhancement to between 3.7 and 3.1, and enlarges the half-current area to between 5\% and 7\%. Thin spots still dominate, but the numbers 5.36 and 3.3\% are only as good as $\kappa$. Defect-assisted conduction is outside the model.

Q: Could the thin spots be too narrow to act as separate films, or break down under bias?

A: For the width, the transmitted amplitude contains $e^{-k_\parallel^2d/(2\kappa)}$. Its Fourier transform in the lateral position $\rho$ is proportional to $e^{-\kappa\rho^2/(2d)}$, a Gaussian of width $\sqrt{d/\kappa}$. At $d^*$ this is 0.52 nm, well below the assumed 5 nm patches. Thickness variations as narrow as 0.5 nm would be blurred, and the local average would no longer be justified.

For the bias, 10 mV across $d^*$ gives 0.081 MV/cm, far below a rough breakdown scale of 10 MV/cm. At volts the barrier shape changes, and both the small-bias formula and this margin are lost.

Two other effects are small here. Thermal spreading at 300 K raises the current by about 1\%. Restricting the thickness to atomic steps of 0.25 nm, a rough value, changes the mean transmission by less than 0.01\% if the steps carry Gaussian weights with the same $d_0$ and $\sigma$. Rounding a continuous thickness to the nearest step is a different matter: it widens the distribution from 0.200 to 0.213 nm and raises the mean transmission by 23\%. The $\sigma$ in the formulas must therefore be that of the stepped oxide itself.

Q: Then what should I control if I want reproducible junctions?

A: Control both the mean thickness and $\sigma$, and the thin tail in particular. In the normal-incidence model, a mean thinner by 0.03 nm raises the average current by 32\%, and a $\sigma$ larger by 0.03 nm raises it by 72\%. In the same model, for independent patches of fixed size, a fixed barrier and a fixed thickness distribution, the relative spread between junctions is $\sqrt{(e^{s^2}-1)/N}$. A larger junction reduces the spread as $1/\sqrt N$, but it leaves the half-current area fraction of the thickness distribution unchanged. A smoother oxide improves both.

\section*{Values computed for the example and the checks}
\begin{verbatim}
barrier height: 2 eV
oxide mass / electron mass: 0.4
mean thickness d0: 1.6 nm
thickness std sigma: 0.2 nm
Al lattice parameter (rough): 0.405 nm
Al free-electron Fermi energy: 11.65 eV
kappa: 4.582 1/nm
2 kappa: 9.165 1/nm
decay length 1/(2 kappa): 0.1091 nm
s = 2 kappa sigma: 1.833
normal-incidence T at d0: 1.44e-06
mean T of rough film: 7.724e-06
enhancement, numerical: 5.364
enhancement, exp(s^2/2): 5.364
peak d*, numerical: 1.233 nm
peak d*, formula: 1.233 nm
shift d0 - d*: 0.3666 nm
transmission gain at d*: 28.78
area-density factor at d*: 0.1864
std of current distribution: 0.2 nm
current share from d < d0: 96.66 %
area carrying half the current: 3.342 %
apparent uniform thickness: 1.417 nm
smooth film sigma: 0.03 nm
smooth film s: 0.2749
smooth film enhancement: 1.039
smooth film half-current area: 39.17 %
sigma at which d* formula is 0: 0.4178 nm
too-rough film sigma: 0.5 nm
too-rough film d*, formula: -0.6912 nm
too-rough film peak, numerical: 0.1407 nm
patches per junction: 400
patch width: 5 nm
junction side: 100 nm
relative spread of junctions: 26.29 %
median junction / mean: 0.955
sampled share from d < d*: 50 %
gamma / Gaussian mean T: 0.8032
gamma-distribution peak: 1.281 nm
RA uniform film, all angles: 35.01 kohm um^2
RA rough film, all angles: 4.709 kohm um^2
RA shift, 100 to 200 k nodes: 8e-13 %
enhancement, all angles: 7.434
peak, all angles: 1.196 nm
optical permittivity (rough): 3
peak with image force: 1.254 nm
enhancement with image force: 4.63
current factor from image force: 14.09
temperature: 300 K
thermal current factor: 1.01
atomic thickness step (rough): 0.25 nm
stepped / continuous mean T: 1
lateral beam width at d*: 0.519 nm
bias: 10 mV
oxide field at d*: 0.0811 MV/cm
\end{verbatim}
